# One-Photon Exchange Between Bound Dirac Electrons in Feynman Gauge: a program that tests the result

```python
# Result under test: one-photon exchange in Feynman gauge between bound Dirac
# electrons acts as V = (1 - alpha1.alpha2) exp(i |omega| r/c) / r, where omega
# is the energy passed between the electrons, and the energy shift of a state
# (ab) is <ab|V(0)|ab> - <ba|V(Ea-Eb)|ab>.
# Hartree atomic units. a = 1s spin up, b = 2s spin up, point nucleus Z.
# P, Q: large and small radial functions; p = |omega|/c: photon wavenumber.
# rho, u, w: radial charge, radial-current and magnetic-current densities.
import numpy as np
from scipy import constants
from scipy.signal import fftconvolve
from scipy.special import spherical_jn, spherical_yn

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants['Hartree energy in eV'][0]
time_unit = constants.physical_constants['atomic unit of time'][0]


def gauss(n):
    """Gauss-Legendre nodes and weights on [0, 1]."""
    x, wx = np.polynomial.legendre.leggauss(n)
    return 0.5 * (x + 1), 0.5 * wx


def squared_grid(n, top):
    """Nodes on [0, top], crowded towards zero."""
    t, wt = gauss(n)
    return top * t**2, 2 * top * t * wt


# --- Photon propagator: time-ordered function to frequency space (c = 1) ---
def propagator_frequency(z, r, cutoff):
    step = 0.001
    tau = np.arange(-300000, 300001) * step
    ordered = 1 / (np.pi * (r**2 + (cutoff + 1j * np.abs(tau))**2))
    return np.sum(np.exp(1j * z * tau) * ordered) * step


r_test = 0.8
propagator_error = 0.0
for z in (1.3, -1.3):
    # linear extrapolation to zero cutoff; the remainder is quadratic in it
    value = (2 * propagator_frequency(z, r_test, 0.01)
             - propagator_frequency(z, r_test, 0.02))
    expected = -1j * np.exp(1j * abs(z) * r_test) / r_test
    propagator_error = max(propagator_error, abs(value - expected))
assert propagator_error < 1e-3

# --- Energy shift from the damped S-matrix against exact diagonalization ---
# Two two-level emitters (gap) exchange one boson mode (frequency mode).
gap, mode, g, nmax = 0.6, 1.5, 0.003, 5
lower = np.diag(np.sqrt(np.arange(1, nmax)), 1)
sx, sz, one = np.array([[0, 1], [1, 0]]), np.diag([1, -1]), np.eye(2)
pair_x = np.kron(sx, one) + np.kron(one, sx)
pair_z = np.kron(sz, one) + np.kron(one, sz)
ham = (np.kron(0.5 * gap * pair_z, np.eye(nmax))
       + np.kron(np.eye(4), mode * np.diag(np.arange(nmax)))
       + g * np.kron(pair_x, lower + lower.T))
levels, vectors = np.linalg.eigh(ham)
vacuum = np.eye(nmax)[0]
sym = np.kron(np.array([0, 1, 1, 0]) / np.sqrt(2), vacuum)
anti = np.kron(np.array([0, 1, -1, 0]) / np.sqrt(2), vacuum)
e_sym = levels[np.argmax(np.abs(sym @ vectors))]
e_anti = levels[np.argmax(np.abs(anti @ vectors))]
coupling_diag = (e_sym - e_anti) / (2 * g**2)

eps, dt = 0.03, 0.02
times = np.arange(-30000, 30001) * dt
vertex = np.exp(-eps * np.abs(times) + 1j * gap * times)
boson = np.exp(-1j * mode * np.abs(times))
double_time = np.sum(vertex * fftconvolve(boson, vertex.conj(), mode='same'))
coupling_smatrix = 1j * eps * (-1) * double_time * dt**2
# the finite damping leaves a relative error of about (eps/(mode-gap))^2
assert abs(coupling_smatrix - coupling_diag) < 4e-3 * abs(coupling_diag)


# --- Hydrogenic Dirac s orbitals ---
def s_orbital(n, charge):
    gam = np.sqrt(1 - (charge / c)**2)
    energy = c**2 / np.sqrt(1 + (charge / c / (n - 1 + gam))**2)
    decay = np.sqrt(c**4 - energy**2) / c
    b0 = (gam - 1) * c / charge
    ratio = -decay * c / (energy + c**2)
    a1 = 0.0
    if n == 2:
        a1 = (decay + (energy + c**2) * b0 / c) / (gam - charge * ratio / c)

    def raw(r):
        common = r**gam * np.exp(-decay * r)
        return common * (1 + a1 * r), common * (b0 + ratio * a1 * r)

    r, wr = squared_grid(200, 60 / charge)
    big, small = raw(r)
    norm = 1 / np.sqrt(np.sum(wr * (big**2 + small**2)))
    return energy, lambda x: tuple(norm * part for part in raw(x))


Z = 50
Ea, orb_a = s_orbital(1, Z)
Eb, orb_b = s_orbital(2, Z)
omega = Eb - Ea
p = omega / c

r_check = np.array([0.2, 0.7, 1.5, 4.0]) / Z
h = 1e-5 / Z
for energy, orb in ((Ea, orb_a), (Eb, orb_b)):
    big, small = orb(r_check)
    up, down = orb(r_check + h), orb(r_check - h)
    d_big, d_small = (up[0] - down[0]) / (2 * h), (up[1] - down[1]) / (2 * h)
    res1 = d_big - big / r_check - (energy + c**2 + Z / r_check) * small / c
    res2 = d_small + small / r_check + (energy - c**2 + Z / r_check) * big / c
    scale = Z * np.max(np.abs(big))
    assert max(np.max(np.abs(res1)), np.max(np.abs(res2))) < 1e-6 * scale


# --- Matrix elements of the potential in position space ---
def radial_double(f, q, order, k, charge):
    """Double radial integral of f and q with the order-th kernel."""
    r, wr = squared_grid(160, 60 / charge)
    t, wt = squared_grid(160, 1.0)
    inner = r[:, None] * t
    if k == 0:
        regular = inner**order / (2 * order + 1)
        outgoing = r**(-order - 1.0)
    else:
        regular = spherical_jn(order, k * inner)
        outgoing = 1j * k * (spherical_jn(order, k * r)
                             + 1j * spherical_yn(order, k * r))
    in_f = r * ((f(inner) * regular) @ wt)
    in_q = r * ((q(inner) * regular) @ wt)
    return np.sum(wr * outgoing * (f(r) * in_q + q(r) * in_f))


def density(kind, bra, ket):
    def value(r):
        (pb, qb), (pk, qk) = bra(r), ket(r)
        if kind == 'rho':
            return pb * pk + qb * qk
        if kind == 'u':
            return qb * pk - pb * qk
        return pb * qk + qb * pk
    return value


def exchange_parts(fa, fb, k, charge):
    rho, u, w = (density(s, fb, fa) for s in ('rho', 'u', 'w'))
    return (radial_double(rho, rho, 0, k, charge),
            radial_double(u, u, 1, k, charge),
            2 / 3 * radial_double(w, w, 1, k, charge))


def direct_parts(fa, fb, charge):
    charge_part = radial_double(density('rho', fa, fa),
                                density('rho', fb, fb), 0, 0, charge)
    magnetic = 2 / 3 * radial_double(density('w', fa, fa),
                                     density('w', fb, fb), 1, 0, charge)
    return charge_part, magnetic


J_charge, J_magnetic = direct_parts(orb_a, orb_b, Z)
J = J_charge - J_magnetic
K_charge, K_long, K_mag = exchange_parts(orb_a, orb_b, p, Z)
K = K_charge - K_long - K_mag
S_charge, S_long, S_mag = exchange_parts(orb_a, orb_b, 0, Z)
K_coulomb_gauge = S_charge - K_mag
K_feynman_static = S_charge - S_long - S_mag
K_coulomb_static = S_charge - S_mag

# --- The same elements in momentum space with explicit Dirac matrices ---
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
vertices = np.array([np.eye(4, dtype=complex)]
                    + [np.kron(sx, s) for s in pauli])
cosine, w_cos = np.polynomial.legendre.leggauss(420)
azimuth = 2 * np.pi * np.arange(8) / 8
dir_cos, dir_weight = np.polynomial.legendre.leggauss(3)
dir_weight = dir_weight / 2
k_hats, tables = [], []
for ct in dir_cos:
    st = np.sqrt(1 - ct**2)
    k_hat, e1, e2 = np.array([[st, 0, ct], [ct, 0, -st], [0, 1, 0]])
    across = np.sqrt(1 - cosine**2)[:, None, None]
    r_hat = (cosine[:, None, None] * k_hat
             + across * (np.cos(azimuth)[None, :, None] * e1
                         + np.sin(azimuth)[None, :, None] * e2))
    upper_part = np.zeros(r_hat.shape[:2] + (4,), dtype=complex)
    lower_part = np.zeros_like(upper_part)
    upper_part[..., 0] = 1
    lower_part[..., 2:] = -1j * np.einsum('xpi,ij->xpj', r_hat, pauli[:, :, 0])
    rows = []
    for bra in (upper_part, lower_part):
        for ket in (upper_part, lower_part):
            acted = np.einsum('mij,xpj->mxpi', vertices, ket)
            rows.append(np.sum(bra.conj() * acted, axis=(2, 3)) / 8)
    k_hats.append(k_hat)
    tables.append(np.array(rows) * w_cos / 2)
k_hats, tables = np.array(k_hats), np.array(tables)

r_grid, w_grid = squared_grid(500, 25 / Z)
Pa, Qa = orb_a(r_grid)
Pb, Qb = orb_b(r_grid)
radial_rows = np.array([Pb * Pa, Pb * Qa, Qb * Pa, Qb * Qa,
                        Pa * Pa, Pa * Qa, Qa * Pa, Qa * Qa,
                        Pb * Pb, Pb * Qb, Qb * Pb, Qb * Qb]) * w_grid
r_cos = np.outer(r_grid, cosine)
metric = np.array([1, -1, -1, -1])


def four_currents(k):
    """Fourier transforms for (ba, aa, bb), each k direction, (rho, j)."""
    mixed = (radial_rows @ np.exp(-1j * k * r_cos)).reshape(3, 4, -1)
    return np.einsum('stx,dtmx->sdm', mixed, tables)


def contracted(first, second):
    per_direction = (first * second.conj()) @ metric
    return np.sum(dir_weight * per_direction).real


k_top = 30.0 * Z
k_grid, w_k = squared_grid(80, k_top)
exchange_k, direct_k = [], []
for k in k_grid:
    ba, aa, bb = four_currents(k)
    exchange_k.append(contracted(ba, ba))
    direct_k.append(contracted(aa, bb))
exchange_k, direct_k = np.array(exchange_k), np.array(direct_k)
ba_shell = four_currents(p)[0]
shell = contracted(ba_shell, ba_shell)
principal = np.sum(w_k * (k_grid**2 * exchange_k - p**2 * shell)
                   / (k_grid**2 - p**2))
principal += 0.5 * p * shell * np.log((k_top - p) / (k_top + p))
K_momentum = 2 / np.pi * principal + 1j * p * shell
J_momentum = 2 / np.pi * np.sum(w_k * direct_k)
assert abs(J_momentum - J) < 1e-5 * abs(J)
assert abs(K_momentum.real - K.real) < 1e-5 * abs(K)
assert abs(K_momentum.imag - K.imag) < 1e-4 * abs(K.imag)

# --- Current conservation and gauge ---
k_probe = 1.7 * Z
ba_probe = four_currents(k_probe)[0]
along = np.sum(k_hats * ba_probe[:, 1:], axis=1)
conservation = np.max(np.abs(c * k_probe * along + omega * ba_probe[:, 0]))
assert conservation < 1e-7 * np.max(np.abs(omega * ba_probe[:, 0]))
gauge_gap = abs(K - K_coulomb_gauge)
assert gauge_gap < 1e-7 * abs(K)
off = exchange_parts(orb_a, orb_b, 1.1 * p, Z)
off_gap = abs((off[0] - off[1]) - S_charge)
assert off_gap > 1e-4 * abs(K)
error_feynman = K_feynman_static - K.real
error_coulomb = K_coulomb_static - K.real
assert abs(error_coulomb) < abs(error_feynman)

# --- Imaginary part against the golden rule for photon emission ---
shell_along = np.sum(k_hats * ba_shell[:, 1:], axis=1)
transverse = np.sum(np.abs(ba_shell[:, 1:])**2, axis=1) - np.abs(shell_along)**2
golden_rate = p / (2 * np.pi) * 4 * np.pi * np.sum(dir_weight * transverse)
assert abs(-2 * K.imag - golden_rate) < 1e-4 * golden_rate

# --- Nonrelativistic limit at nuclear charge 1 ---
E1, f1 = s_orbital(1, 1)
E2, f2 = s_orbital(2, 1)
J_light = np.subtract(*direct_parts(f1, f2, 1))
light = exchange_parts(f1, f2, (E2 - E1) / c, 1)
K_light = (light[0] - light[1] - light[2]).real
assert abs(J_light / (17 / 81) - 1) < 1e-3
assert abs(K_light / (16 / 729) - 1) < 1e-3

shift = J - K
print(f"speed of light c = {c:.6f} a.u.")
print(f"propagator test, largest deviation = {propagator_error:.1e} a.u.")
print(f"boson model: gap = {gap}, mode = {mode}, coupling g = {g} (model units)")
print(f"boson model: V/g^2 by diagonalization = {coupling_diag:.5f}")
print(f"boson model: V/g^2 by damped S-matrix = {coupling_smatrix.real:.5f}")
print(f"boson model: damping eps = {eps} (model units)")
print(f"nuclear charge Z = {Z}")
print(f"1s energy minus rest energy = {Ea - c**2:.5f} hartree")
print(f"2s energy minus rest energy = {Eb - c**2:.5f} hartree")
print(f"exchanged energy omega = {omega:.5f} hartree")
print(f"photon wavenumber p = omega/c = {p:.6f} 1/bohr")
print(f"p/Z (retardation phase at r = 1/Z) = {p / Z:.5f} rad")
print(f"direct, charge part = {J_charge:.7f} hartree")
print(f"direct, alpha.alpha integral (subtracted) = {J_magnetic:.7f} hartree")
print(f"direct total J = {J:.7f} hartree")
print(f"direct total J, momentum space = {J_momentum:.7f} hartree")
print(f"exchange R0[rho rho], real = {K_charge.real:.7f} hartree")
print(f"exchange R0[rho rho], imaginary = {K_charge.imag:.4e} hartree")
print(f"exchange R1[u u], real = {K_long.real:.7f} hartree")
print(f"exchange R1[u u], imaginary = {K_long.imag:.4e} hartree")
print(f"exchange (2/3)R1[w w], real = {K_mag.real:.7f} hartree")
print(f"exchange (2/3)R1[w w], imaginary = {K_mag.imag:.4e} hartree")
print(f"exchange total K, real = {K.real:.7f} hartree")
print(f"exchange total K, imaginary = {K.imag:.4e} hartree")
print(f"K real, momentum space = {K_momentum.real:.7f} hartree")
print(f"K imaginary, momentum space = {K_momentum.imag:.4e} hartree")
print(f"instantaneous Coulomb exchange = {S_charge:.7f} hartree")
print(f"K real, Coulomb gauge = {K_coulomb_gauge.real:.7f} hartree")
print(f"gauge difference on shell = {gauge_gap:.1e} hartree")
print(f"gauge difference with omega raised 10% = {off_gap:.3e} hartree")
print(f"K with omega = 0, Feynman gauge = {K_feynman_static:.7f} hartree")
print(f"K with omega = 0, Coulomb gauge = {K_coulomb_static:.7f} hartree")
print(f"error of omega = 0, Feynman gauge = {error_feynman:.3e} hartree")
print(f"error of omega = 0, Coulomb gauge = {error_coulomb:.3e} hartree")
print(f"golden-rule rate 2s up to 1s up = {golden_rate:.4e} a.u.")
print(f"golden-rule rate 2s up to 1s up = {golden_rate / time_unit:.4e} 1/s")
print(f"imaginary part of J - K = {shift.imag:.4e} hartree")
print(f"Coulomb-only shift = {J_charge - S_charge:.7f} hartree")
print(f"energy shift Re(J - K) = {shift.real:.7f} hartree")
print(f"energy shift Re(J - K) = {shift.real * hartree_ev:.4f} eV")
beyond = shift.real - (J_charge - S_charge)
print(f"part beyond Coulomb = {beyond:.7f} hartree")
print(f"part beyond Coulomb = {beyond * hartree_ev:.4f} eV")
print(f"Z = 1 check: J = {J_light:.7f}, 17/81 = {17 / 81:.7f} hartree")
print(f"Z = 1 check: K = {K_light:.7f}, 16/729 = {16 / 729:.7f} hartree")
print("checks complete")
```

Output:

```
speed of light c = 137.035999 a.u.
propagator test, largest deviation = 2.1e-04 a.u.
boson model: gap = 0.6, mode = 1.5, coupling g = 0.003 (model units)
boson model: V/g^2 by diagonalization = -1.58729
boson model: V/g^2 by damped S-matrix = -1.58853
boson model: damping eps = 0.03 (model units)
nuclear charge Z = 50
1s energy minus rest energy = -1294.62615 hartree
2s energy minus rest energy = -326.49480 hartree
exchanged energy omega = 968.13135 hartree
photon wavenumber p = omega/c = 7.064796 1/bohr
p/Z (retardation phase at r = 1/Z) = 0.14130 rad
direct, charge part = 11.2098895 hartree
direct, alpha.alpha integral (subtracted) = 0.0590981 hartree
direct total J = 11.1507914 hartree
direct total J, momentum space = 11.1507911 hartree
exchange R0[rho rho], real = 1.2840250 hartree
exchange R0[rho rho], imaginary = 6.0543e-04 hartree
exchange R1[u u], real = 0.0249975 hartree
exchange R1[u u], imaginary = 6.0543e-04 hartree
exchange (2/3)R1[w w], real = 0.0587556 hartree
exchange (2/3)R1[w w], imaginary = 1.1410e-06 hartree
exchange total K, real = 1.2002719 hartree
exchange total K, imaginary = -1.1410e-06 hartree
K real, momentum space = 1.2002723 hartree
K imaginary, momentum space = -1.1410e-06 hartree
instantaneous Coulomb exchange = 1.2590275 hartree
K real, Coulomb gauge = 1.2002719 hartree
gauge difference on shell = 2.3e-15 hartree
gauge difference with omega raised 10% = 5.314e-03 hartree
K with omega = 0, Feynman gauge = 1.1772861 hartree
K with omega = 0, Coulomb gauge = 1.2007126 hartree
error of omega = 0, Feynman gauge = -2.299e-02 hartree
error of omega = 0, Coulomb gauge = 4.407e-04 hartree
golden-rule rate 2s up to 1s up = 2.2821e-06 a.u.
golden-rule rate 2s up to 1s up = 9.4344e+10 1/s
imaginary part of J - K = 1.1410e-06 hartree
Coulomb-only shift = 9.9508620 hartree
energy shift Re(J - K) = 9.9505195 hartree
energy shift Re(J - K) = 270.7674 eV
part beyond Coulomb = -0.0003425 hartree
part beyond Coulomb = -0.0093 eV
Z = 1 check: J = 0.2098814, 17/81 = 0.2098765 hartree
Z = 1 check: K = 0.0219486, 16/729 = 0.0219479 hartree
checks complete
```
